# Bipartite hopping: symmetric spectra, sublattice zero modes and the Lieb lattice

## 1. The symmetry that fixes the answer

Suppose that the orbitals of a tight-binding model fall into two sets, A and B, and that an electron can hop only from one set to the other. Reverse the sign of every B orbital. This is a change of basis, so it cannot alter the energy levels. Yet every hopping element contains one A and one B orbital, and so changes sign. If the Hamiltonian has no other elements, $H$ has become $-H$. The levels of $H$ and $-H$ are therefore the same, and the spectrum must be symmetric about zero.

The same argument suggests where unpaired levels can lie. A level at $E\neq0$ has a partner at $-E$, whereas a level at $E=0$ is its own mirror image. We shall see that each pair uses up one A and one B degree of freedom. If A has more orbitals than B, the surplus has to sit at zero.

## 2. Assumptions and exact statement

Let there be $N_A$ orbitals on A and $N_B$ on B, both finite, with $N_A\ge N_B$; otherwise exchange the names. We assume that

- the orbitals are orthonormal;
- all on-site energies are equal, and this common value is the zero of energy;
- hopping connects A only with B;
- the electrons are independent, so that $H$ is a one-electron matrix.

Write a state as $\psi=(a,b)$, where $a$ lists the A amplitudes and $b$ the B amplitudes. Then
$$
H=\begin{pmatrix}0&T\\T^\dagger&0\end{pmatrix},\qquad
H\begin{pmatrix}a\\b\end{pmatrix}=\begin{pmatrix}Tb\\T^\dagger a\end{pmatrix}. \tag{1}
$$
Here $T$ is an $N_A\times N_B$ matrix of rank $r\le N_B$. It may be complex and need not be periodic.

**Theorem.** (i) The levels $E$ and $-E$ have equal multiplicity. (ii) There are $N_A+N_B-2r$ independent zero modes. They can be chosen so that $N_A-r$ live on A alone and $N_B-r$ on B alone. Hence at least $N_A-N_B$ independent zero modes are confined to A.

The theorem does not say that every zero mode is confined to A. That holds when $r=N_B$. If $r<N_B$, there are zero modes on B too, and a sum of an A mode and a B mode is again a zero mode.

## 3. Proof of the symmetric spectrum

The sign change of Section 1 is the matrix $\Gamma=\mathrm{diag}(1_A,-1_B)$, with $\Gamma^2=1$. Multiplication by $\Gamma$ from the left reverses the lower row of blocks, and from the right the right-hand column:
$$
\Gamma H\Gamma=\begin{pmatrix}0&-T\\-T^\dagger&0\end{pmatrix}=-H .
$$
Multiplying from the right by $\Gamma$ gives $\Gamma H=-H\Gamma$. If $H\psi=E\psi$, then
$$
H(\Gamma\psi)=-\Gamma H\psi=-E\,(\Gamma\psi). \tag{2}
$$
So $\Gamma$ carries the eigenspace of $E$ into that of $-E$. It is invertible, so independent vectors stay independent, and the second space is at least as large as the first. The same argument starting from $-E$ gives the reverse inequality. The multiplicities are equal, which proves (i).

For $E\neq0$, the states $\psi=(a,b)$ and $\Gamma\psi=(a,-b)$ belong to different eigenvalues of a Hermitian matrix and are orthogonal:
$$
0=\langle\psi|\Gamma\psi\rangle=|a|^2-|b|^2 .
$$
With $|a|^2+|b|^2=1$, each sublattice carries weight $1/2$. A state confined to one sublattice can therefore be an eigenstate only at zero energy.

The symmetry also fixes the half-filled model. At chemical potential zero, the Fermi function obeys $f(E)+f(-E)=1$. Each pair of levels then holds one electron per spin and each zero mode holds one half on average, so the number of electrons per spin is half the number of orbitals at any temperature above zero.

## 4. Proof of the zero-mode count

By (1), $H\psi=0$ means
$$
T^\dagger a=0,\qquad Tb=0 .
$$
The two conditions are independent of each other. Any solution is the sum of $(a,0)$ and $(0,b)$, each of which is a zero mode by itself. This is why the zero modes can be sorted by sublattice.

The matrix $T^\dagger$ acts on vectors with $N_A$ components and has the same rank $r$ as $T$. The number of independent vectors that a matrix sends to zero is its number of columns minus its rank, so
$$
\dim\ker T^\dagger=N_A-r,\qquad \dim\ker T=N_B-r. \tag{3}
$$
The sum is $N_A+N_B-2r$. Since $r\le N_B$, the first number is at least $N_A-N_B$. This proves (ii).

In physical terms, a zero mode on A must make the waves arriving at each B site cancel. That is $N_B$ linear equations for $N_A$ amplitudes. With more unknowns than equations there are always solutions, whatever the hopping strengths. If some equations are redundant, there are more solutions. The difference of the two numbers in (3) is $N_A-N_B$ for every $T$: changing the hopping can create or remove zero modes only in pairs, one on A and one on B.

## 5. The nonzero levels

Let $\sigma>0$ be a singular value of $T$, with unit vectors $u$ on A and $v$ on B such that $Tv=\sigma u$ and $T^\dagger u=\sigma v$. Then
$$
H\begin{pmatrix}u\\\pm v\end{pmatrix}
=\begin{pmatrix}\pm\sigma u\\\sigma v\end{pmatrix}
=\pm\sigma\begin{pmatrix}u\\\pm v\end{pmatrix}. \tag{4}
$$
There are $r$ nonzero singular values and so $2r$ nonzero levels $\pm\sigma$. Together with the $N_A+N_B-2r$ zero modes they exhaust the $N_A+N_B$ states. Each pair uses one direction on A and one on B, as announced in Section 1.

A random complex $T$ with $N_A=7$ and $N_B=4$ illustrates the count. At rank 4 there are $11-8=3$ zero modes, all on A. At rank 2 there are $11-4=7$, of which 5 belong to A and 2 to B.

## 6. The Lieb lattice

Take a square lattice with cell side $a$ (from here on $a$ is this length). Put a B site on each corner, a site $A_1$ at the midpoint of each horizontal edge and a site $A_2$ at the midpoint of each vertical edge. Nearest neighbours, a distance $a/2$ apart, are joined by $-t$ with $t>0$. Each cell has two A sites and one B site, so the theorem promises at least one zero mode per cell.

For a torus of $L\times L$ cells, define Bloch states with phases taken at the true site positions:
$$
|k,\mu\rangle=\frac1L\sum_{R}e^{ik\cdot(R+d_\mu)}|R+d_\mu\rangle ,
$$
where $R$ runs over the cells and $d_\mu$ is the position of site $\mu$ in its cell. An $A_1$ site has B neighbours at displacements $\pm a/2$ along $x$, so
$$
\langle k,A_1|H|k,B\rangle=-t\left(e^{ik_xa/2}+e^{-ik_xa/2}\right)=-2t\,c_x,\qquad c_x=\cos\frac{k_xa}{2}.
$$
In the same way, $A_2$ gives $-2t\,c_y$ with $c_y=\cos(k_ya/2)$. At each $k$, $T$ is thus a single column:
$$
T(k)=-2t\begin{pmatrix}c_x\\c_y\end{pmatrix}.
$$
Its one singular value is its length. By (4), the dispersive bands are
$$
E_\pm(k)=\pm2t\sqrt{c_x^2+c_y^2}, \tag{5}
$$
and the third band is $E_0(k)=0$. Adding $2\pi/a$ to $k_x$ reverses $c_x$, which is only a change of sign of the basis state $|k,A_1\rangle$; the energies are periodic in $k$.

The flat-band state must satisfy $T^\dagger(k)\,\alpha=0$, that is $c_x\alpha_1+c_y\alpha_2=0$. Normalized,
$$
(\alpha_1,\alpha_2)=\frac{(c_y,\,-c_x)}{\sqrt{c_x^2+c_y^2}},\qquad \text{no amplitude on B}. \tag{6}
$$
This fails at one point of the Brillouin zone, $M=(\pi/a,\pi/a)$, where $c_x=c_y=0$. There $T$ vanishes and all three levels are zero. Put $k=M+q$. Then $c_x=\cos(\pi/2+q_xa/2)=-\sin(q_xa/2)\approx-q_xa/2$, and likewise for $c_y$. To leading order in $qa$,
$$
E_\pm\approx\pm2t\,\frac a2\sqrt{q_x^2+q_y^2}=\pm ta|q| . \tag{7}
$$
A cone meets the flat band. In atomic units, where $\hbar=1$, its slope $ta$ is the group velocity; on the flat band the group velocity is zero. The state (6) tends to $(-q_y,q_x)/|q|$, which depends on the direction of approach, so it has no limit at $M$.

## 7. Localized states and the count on a torus

Since the flat band has no dispersion, its Bloch states can be combined into stationary localized states. Take one square of the lattice and put amplitude $+1/2$ on its two horizontal edges and $-1/2$ on its two vertical edges. Each corner of the square touches one edge of each kind and receives $-t(1/2-1/2)=0$. No other B site is a neighbour of these midpoints, and no A site receives anything because B is empty. This plaquette state is a zero mode: the electron cannot leave, because the two paths to each corner interfere destructively.

Do the $L^2$ plaquette states $P_C$, with centres $C$, span the zero space? Form their Bloch sum $\sum_Ce^{ik\cdot C}P_C$. A horizontal edge at $\rho$ belongs to the squares centred $a/2$ above and below it, so its amplitude is
$$
\tfrac12e^{ik\cdot\rho}\left(e^{ik_ya/2}+e^{-ik_ya/2}\right)=c_y\,e^{ik\cdot\rho}.
$$
A vertical edge gets $-c_x\,e^{ik\cdot\rho}$. The sum is the flat-band state (6) before normalization. It is nonzero except at $M$, and sums with different $k$ are orthogonal. The number of independent plaquette states is therefore the number of allowed $k\neq M$. Periodicity allows $k_xa$ and $k_ya$ to be multiples of $2\pi/L$.

**Odd $L$.** The point $M$ is not allowed. All $L^2$ plaquette states are independent. The zero space has dimension $L^2=N_A-N_B$, and they span it.

**Even $L$.** The point $M$ is allowed and contributes two zero modes on A and one on B. The totals are $L^2+1$ on A and 1 on B. The Bloch sum at $M$, which adds the plaquettes with checkerboard signs, vanishes, so only $L^2-1$ of them are independent.

The two missing A modes are loops around the torus. Along one row of corners, give the horizontal edges amplitudes $+1,-1,+1,\dots$; every corner on the row then receives cancelling contributions. The signs close up because $L$ is even. A vertical loop is built in the same way. The horizontal loop overlaps with the $A_1$ Bloch state at $M$ and not with the $A_2$ one; for the vertical loop the roles are exchanged. All plaquette states are orthogonal to these two Bloch states at $M$, though not to the loops themselves, because their Bloch sum at $M$ vanishes. Hence no combination of the loops lies in the plaquette space, and the A modes are complete: $(L^2-1)+2=L^2+1$.

## 8. Worked example

Choose the round model parameters $t=0.5$ eV and $a=4$ Å. The formulas are homogeneous in energy and length, so these units can be inserted directly.

At $k=(0.2618,\,0.5236)$ Å$^{-1}$, $k_xa=\pi/3$ and $k_ya=2\pi/3$. Thus $c_x=\cos(\pi/6)=0.8660$ and $c_y=\cos(\pi/3)=0.5000$, and (5) gives
$$
E_\pm=\pm2(0.5)\sqrt{0.75+0.25}\ \text{eV}=\pm1.000\ \text{eV}.
$$
The flat state has amplitudes $(0.5000,-0.8660)$ on $(A_1,A_2)$. The waves cancel on B because $0.8660\times0.5000-0.5000\times0.8660=0$.

The top of the upper band is at $k=0$, where $c_x=c_y=1$: $E=2\sqrt2\,t=1.414$ eV, or $0.05197$ hartree. The cone at $M$ has slope $ta=0.5\times4=2.0$ eV Å.

Diagonalization in real space gives the following counts.

| $L$ | $N_A$ | $N_B$ | zero modes on A | on B | independent plaquettes |
|---|---|---|---|---|---|
| 5 | 50 | 25 | 25 | 0 | 25 |
| 6 | 72 | 36 | 37 | 1 | 35 |

For $L=6$ the theorem guarantees $72-36=36$ zero modes, and there are 38. The extra pair comes from the point $M$. When each bond is given its own random strength between 0.3 and 0.7 eV, 36 zero modes remain, all on A. In the one random draw made by the program the nearest other levels lie at $\pm0.1455$ eV; this value changes from draw to draw. The guaranteed modes survive any change of the bond strengths. Extra zero modes remain only while the rank of $T$ stays below 36 (it is 35 in the uniform lattice), and independent random bonds raise the rank to 36. What decides is the rank, not translation symmetry: multiplying each bond by one nonzero factor for its A site and one for its B site rescales the rows and columns of $T$, leaves the rank unchanged and keeps all 38 zero modes.

## 9. What happens when an assumption fails

**Unequal on-site energies.** A common shift of all on-site energies moves the centre of symmetry and nothing else. Now put $+\Delta$ on A and $-\Delta$ on B. In the space of $(u,0)$ and $(0,v)$ from Section 5, $H$ becomes
$$
\begin{pmatrix}\Delta&\sigma\\\sigma&-\Delta\end{pmatrix},\qquad E=\pm\sqrt{\Delta^2+\sigma^2},
$$
because the trace is zero and the determinant is $-\Delta^2-\sigma^2$. The former zero modes on A move to $+\Delta$ and those on B to $-\Delta$. The flat band stays flat, but the spectrum is no longer symmetric if $N_A\neq N_B$. For $L=6$ and $\Delta=0.1$ eV, 37 levels lie at $+\Delta$ and one at $-\Delta$, with a gap $2\Delta=0.2$ eV between them.

**Hopping within B.** Let $h_B$ be the added block. A zero mode on A has no amplitude for $h_B$ to act on, so it survives, although the symmetry is in general lost. With $-t'$ between neighbouring corners and $t'=0.1$ eV, the $L=6$ torus keeps its 37 zero modes on A. The B mode at $M$ moves to $-2t'(\cos\pi+\cos\pi)=4t'$.

**Hopping within A.** A zero mode on A now has to satisfy $h_A\alpha=0$ as well, which in general fails. Put $-t'$ between each $A_1$ and its four nearest $A_2$ sites. The Bloch element between them is $-4t'c_xc_y$, and the $3\times3$ determinant, which has a zero diagonal, is twice the product of its three off-diagonal elements:
$$
\det H(k)=2(-4t'c_xc_y)(-2tc_x)(-2tc_y)=-32\,t't^2c_x^2c_y^2 .
$$
Zero levels remain only where $c_x=0$ or $c_y=0$. For $L=6$ these are 11 values of $k$: ten with one zero level each, and $M$ with three. The total is 13, as diagonalization finds, and the flat band is gone.

With $t'=0.1$ eV, both kinds of added hopping give the same lowest and highest levels, $-1.628$ and $1.228$ eV. The reason is found at $k=0$. The state $(A_1+A_2)/\sqrt2$ couples to B with strength $2\sqrt2\,t$, and one of these two states is shifted by $-4t'$, the other not. Either way,
$$
E=-2t'\pm\sqrt{4t'^2+8t^2}=(-0.2\pm1.428)\ \text{eV}.
$$

**Overlapping orbitals.** Let $K$ have the element 1 for each pair of neighbours and 0 otherwise, so that $H=-tK$, and let the overlap matrix be $S=1+\alpha K$, with $\alpha$ now a number. If $Kc=\kappa c$, then $Hc=ESc$ gives
$$
E=\frac{-t\kappa}{1+\alpha\kappa},
$$
provided that $1+\alpha\kappa>0$ for all $\kappa$, as a positive overlap matrix requires. Levels with $\kappa=0$ stay at zero, but $\kappa$ and $-\kappa$ no longer give opposite energies. For $\alpha=0.1$ and $\kappa=\pm2\sqrt2$, the outermost levels are $-1.102$ and $1.972$ eV; all 38 zero modes of the $L=6$ torus remain.

**Odd loops.** On a bipartite lattice each hop changes the sublattice, so a closed path has an even number of hops. Three sites in a ring violate this. With hopping $-t$ their levels are $-2t,\,t,\,t$, here $-1.0$, $0.5$ and $0.5$ eV, which are not symmetric. Periodic boundaries can also create odd loops, as in a simple chain closed into a ring with an odd number of sites. The Lieb torus is safe for every $L$, because a straight path around it takes $2L$ hops.

The numerical check tests the theorem on random matrices, the Lieb bands and zero-mode counts by diagonalization in real space, and the cone slope at $M$ with the $3\times3$ Bloch matrix.

## Calculated quantities

```
Random hopping: N_A = 7, N_B = 4
  rank 4: zero modes 3, on A 3.000, on B 0.000
  rank 2: zero modes 7, on A 5.000, on B 2.000
Lieb hopping t = 0.500 eV, cell side a = 4.000 angstrom
Example k = (0.2618, 0.5236) 1/angstrom
  cos(kx a/2) = 0.8660, cos(ky a/2) = 0.5000
  lower, upper band: -1.0000, 1.0000 eV
  flat state on x-edge, y-edge: 0.5000, -0.8660
Band top = 1.4142 eV = 0.05197 hartree
M point: kx = ky = 0.7854 1/angstrom
Cone slope at M = 2.0000 eV angstrom
Torus L = 5: N_A = 50, N_B = 25, zero modes 25
  zero modes on A 25.000, on B 0.000
  independent plaquette states 25, with loops 25
Torus L = 6: N_A = 72, N_B = 36, zero modes 38
  zero modes on A 37.000, on B 1.000
  independent plaquette states 35, with loops 37
Changes to the L = 6 torus:
  random bonds between 0.3 and 0.7 eV:
    zero modes 36, smallest other |E| 0.1455 eV
  staggered on-site energy +-0.10 eV:
    levels at +D 37, at -D 1, gap 0.2000 eV
  A-A hopping -0.10 eV: zero modes 13
    lowest, highest level -1.6283, 1.2283 eV
  B-B hopping -0.10 eV: zero modes 37
    lowest, highest level -1.6283, 1.2283 eV
  neighbour overlap 0.10: zero modes 38
    lowest, highest level -1.1024, 1.9720 eV
Triangle levels: -1.0000, 0.5000, 0.5000 eV
```
